# Reflection force on a single-channel gold contact and its first correction

## A channel that reflects everything

Take a one-dimensional channel blocked by a wall. Electrons arrive from the left, the source side, and bounce back. One with wave number $k$ has its momentum changed from $\hbar k$ to $-\hbar k$, so the wall receives $2\hbar k$ to the right.

Let the left reservoir be filled to an energy $eV$ above the right one, with $e>0$ and $V>0$. Below the common filling level, electrons strike both faces equally and their pushes cancel. In the remaining window of width $eV$, the interval $dk$ holds $2\,dk/2\pi$ right-moving electrons per unit length, the 2 being for spin. They arrive at the rate

$$\frac{2\,dk}{2\pi}\,v=\frac{dk}{\pi}\,\frac{1}{\hbar}\frac{dE}{dk}=\frac{2\,dE}{h}.$$

The window therefore delivers $2eV/h$ electrons per second. If $eV$ is small enough for all of them to have the Fermi wave number $k_F$, the force is

$$\frac{2eV}{h}\,2\hbar k_F=\frac{2k_F\,eV}{\pi}.$$

For gold at 1 V this is 1.22 nN, with $k_F$ found below. A contact that reflects one electron in ten should feel a tenth of it, about 0.12 nN. It remains to justify that factor, find the correction at finite bias, and ask what the force means for the atoms.

## Partial reflection

Let the obstacle have potential energy $U(x)$, zero outside a finite region, with reflection probability $R$ and transmission probability $T=1-R$. Scattering is elastic and the dispersion is $E=\gamma k^2$, with $\gamma=\hbar^2/2m$. Setting $u=U/\gamma$, the wave equation is $\psi''=(u-k^2)\psi$. Hence

$$\frac{d}{dx}\left(|\psi'|^2+k^2|\psi|^2\right)
=(u-k^2)\frac{d|\psi|^2}{dx}+k^2\frac{d|\psi|^2}{dx}
=u\,\frac{d|\psi|^2}{dx}.$$

On the left $\psi=e^{ikx}+re^{-ikx}$ with $|r|^2=R$. The interference terms in $|\psi'|^2$ and $k^2|\psi|^2$ have opposite signs, so the bracket equals $2k^2(1+R)$. On the right $\psi=te^{ikx}$ with $|t|^2=T$, and the bracket equals $2k^2T$. Integrate across the obstacle and move the derivative onto $u$, which vanishes at both ends:

$$2k^2(T-1-R)=-\int|\psi|^2u'\,dx
\quad\Rightarrow\quad
\int|\psi|^2u'\,dx=4Rk^2.$$

An electron feels the force $-U'$, so the obstacle feels $+U'$. The force for unit incident amplitude is $4\gamma Rk^2=2R\hbar^2k^2/m$. Dividing by the incident flux $\hbar k/m$ gives $2R\hbar k$ per arriving electron, which is the expected factor $R$.

The cancellation below the window requires equal reflection from both sides, even for an asymmetric obstacle. Let $\psi_1$ be the wave incident from the left and $\psi_2$ the one from the right, with transmission amplitudes $t$ and $t'$. At equal energy, $\psi_1\psi_2'-\psi_1'\psi_2$ is independent of $x$. Its value is $-2ikt'$ on the left and $-2ikt$ on the right. Thus $t=t'$, and flux conservation makes the two reflection probabilities equal. The reservoirs emit independently, so forces from the two families of waves add without interference.

## The asymptotic expansion

Place the window symmetrically about the Fermi energy $E_F$, measured from the band bottom. For now the band bottoms stay level, and $U$ does not change with bias. The filling edges are sharp. Define $g(E)=k(E)R(E)$. Then

$$F(V)=\int_{E_F-eV/2}^{E_F+eV/2}\frac{2}{h}\,2\hbar k R\,dE
=\frac{2}{\pi}\int_{-eV/2}^{eV/2}g(E_F+\epsilon)\,d\epsilon .$$

Expand $g=g_F+g_F'\epsilon+\tfrac12g_F''\epsilon^2+\dots$, where the subscript means evaluation at $E_F$. The odd term integrates to zero, and

$$\frac12\int_{-eV/2}^{eV/2}\epsilon^2d\epsilon
=\frac12\cdot\frac23\left(\frac{eV}{2}\right)^3=\frac{(eV)^3}{24}.$$

With $R$ now denoting its value at $E_F$,

$$F=F_0\left[1+\frac{(eV)^2}{24}\frac{g_F''}{g_F}+\dots\right],
\qquad F_0=\frac{2k_FR\,eV}{\pi}.$$

If $R$ is constant, $g\propto E^{1/2}$ and $g''/g=-1/(4E^2)$, so

$$F=F_0\left[1-\frac{1}{96}\left(\frac{eV}{E_F}\right)^2+\dots\right].$$

The minus sign comes from the downward curvature of $k(E)$. If $R$ varies, the product rule and $k'/k=1/(2E)$ give

$$\frac{g''}{g}=\frac{R''}{R}+\frac{1}{E}\frac{R'}{R}-\frac{1}{4E^2}.$$

The expansion needs $R(E)$ to be smooth across the window. A resonance narrower than $eV$ spoils it, although the integral for $F(V)$ still applies. The formula also needs $eV<2E_F$, or the lower edge drops below the band bottom.

## Numbers for gold

A rough cubic cell edge of 0.41 nm with four atoms, each giving one electron, has density $n=4/0.41^3=58.0\ \mathrm{nm^{-3}}$. Filling a sphere of states with two spins gives

$$n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}
\quad\Rightarrow\quad
k_F=(3\pi^2n)^{1/3}=11.98\ \mathrm{nm^{-1}},$$

and $E_F=\gamma k_F^2=5.47$ eV. At 1 V the arrival rate is $4.836\times10^{14}\ \mathrm{s^{-1}}$, and each reflection transfers $2\hbar k_F=2.526\times10^{-24}$ kg m/s. With $R=0.1$,

$$F_0=(4.836\times10^{14})(0.1)(2.526\times10^{-24})\ \mathrm N
=0.122\ \mathrm{nN}=0.763\ \mathrm{eV/nm}.$$

For constant $R$ the relative correction is $-(1/5.47)^2/96=-3.5\times10^{-4}$, which is negligible.

An energy-dependent case uses the model barrier

$$U(x)=U_0\left[e^{-x^2/2w^2}+\tfrac12e^{-(x-d)^2/2w^2}\right],$$

with $w=0.04$ nm and $d=0.07$ nm. Choosing $U_0$ so that $R=0.1$ at $E_F$ gives a peak of 3.44 eV. The wave equation then gives $R=0.1231$, 0.1000 and 0.0814 at energies $-0.5$, 0 and $+0.5$ eV from $E_F$. Finite differences yield

$$R'\approx\frac{0.0814-0.1231}{1\ \mathrm{eV}}=-0.0417\ \mathrm{eV^{-1}},$$

$$R''\approx\frac{0.1231-0.2000+0.0814}{(0.5\ \mathrm{eV})^2}=0.018\ \mathrm{eV^{-2}}.$$

Therefore

$$\frac{g''}{g}\approx0.18-\frac{0.417}{5.47}-\frac{1}{4(5.47)^2}
\approx0.095\ \mathrm{eV^{-2}}.$$

Dividing by 24 gives a correction of $+0.4\%$, or $F\approx0.1227$ nN. Direct integration of $|\psi|^2U'$ over space and over the window also gives 0.1227 nN. The variation of $R$ has reversed the sign of the correction.

This small value depends on a centred window. If the centre moves by $\eta eV$ while $k(E)$ and $R(E)$ stay fixed, the leading relative change is $\eta eV\,g'/g$. Here

$$\frac{g'}{g}=\frac{1}{2E_F}+\frac{R'}{R}\approx0.091-0.417=-0.33\ \mathrm{eV^{-1}}.$$

A window lying wholly above $E_F$ has $\eta=1/2$, and to this order its force is about 16% smaller; including the $g''$ term makes the reduction about 15%. The estimate of 0.1 nN survives, but its second digit depends on how the bias is shared.

## Neutrality and the opposing force

The calculation so far gives the wind force on the reflecting obstacle when the band bottoms are level. It is not the net force on every ion nearby. Reflection piles up electrons on the left and depletes them on the right. Coulomb forces oppose this by shifting the band bottoms to $U_L$ and $U_R$.

Take $R$ constant and write $a=eV/2$. States fed from the left are filled to $E_F+a$, those from the right to $E_F-a$. On the left the former have density weight $1+R$ and the latter $T=1-R$, after averaging over interference ripples. The left density is thus

$$n_L=\frac{(1+R)k_++(1-R)k_-}{\pi},\qquad
k_\pm=\sqrt{\frac{E_F\pm a-U_L}{\gamma}}.$$

On the right the weights are exchanged and $U_L$ becomes $U_R$. Neutrality fixes both densities at $n_1=2k_F/\pi$. To first order, $k_\pm=k_F+(\pm a-U_L)/(2\gamma k_F)$, so the left condition reads $Ra-U_L=0$. The right condition gives $U_R=-Ra$. The step is

$$s=U_L-U_R=R\,eV,$$

or 0.1 eV here. Suppose the drop is spread over a region much wider than the obstacle, so that the electron density there is close to $n_1$. The step then pushes electrons to the right with total force $n_1s$ and pulls the positive background to the left with the same magnitude:

$$n_1s=\frac{2k_F}{\pi}R\,eV=F_0.$$

At leading order the wind and this direct force cancel for the neutral section as a whole. An internal stress remains, with wind on the obstacle and an opposing pull spread over the region of the potential drop. If the drop is symmetric about the obstacle, half of the pull acts on each side. With free ends, or with clamped ends and equally stiff bonds on the two sides, this source loads each bond next to the obstacle by about $F_0/2$, in tension on the left and compression on the right. With clamped ends and a softer bond on one side, the stiffer bond carries more, approaching $F_0$ as the other bond goes soft. A drop as narrow as the obstacle changes the wind itself, because states below the window then no longer push equally on both faces. For the model barrier above and a drop shaped like $\tanh(x/0.06\ \mathrm{nm})$, the wind is about 28% smaller than $F_0$. Thus $F_0$ gives only the scale of the internal forces caused by reflection. It is neither a calculated bond tension nor an upper limit on one. The step takes up only $R\,eV$ of the bias. The remaining $(1-R)eV$, 0.9 eV here, drops where the channel joins the reservoirs. In a contact one atom long, that is at the neighbouring atoms, and the direct forces there, which this model leaves out, may exceed $F_0$.

The first net force that survives follows from momentum flux. A moving electron adds $\hbar k$ times its crossing rate, with the same sign for both directions of motion. The contribution of an energy interval is $(2/h)\hbar k\,dE=2\gamma k^2dk/\pi$. Integrating with the weights above gives

$$\Pi=\frac{4\gamma}{3\pi}\langle k^3\rangle,$$

where $\langle\ \rangle$ averages over $k_+$ and $k_-$ with probabilities $(1\pm R)/2$ on the left and $(1\mp R)/2$ on the right. Neutrality is the condition $\langle k\rangle=k_F$ on both sides.

Let $q=k_+-k_-$ on either side. For two points with these probabilities, the variance is $(1-R^2)q^2/4$ and the third central moment is $\mp R(1-R^2)q^3/4$, upper sign on the left. Since $\langle k^3\rangle=k_F^3+3k_F\,(\text{variance})+(\text{third moment})$,

$$\langle k^3\rangle_L-\langle k^3\rangle_R
=\frac{1-R^2}{4}\left[3k_F(q_L^2-q_R^2)-R(q_L^3+q_R^3)\right].$$

To find $q$, use $k_+^2-k_-^2=eV/\gamma$ and $k_++k_-=2k_F\mp Rq$, the latter from $\langle k\rangle=k_F$. With $q_0=eV/(2\gamma k_F)$,

$$q\approx q_0\left(1\pm\frac{Rq_0}{2k_F}\right),\qquad
q_L^2-q_R^2\approx\frac{2Rq_0^3}{k_F}.$$

The square bracket becomes $6Rq_0^3-2Rq_0^3=4Rq_0^3$, so

$$F_{\rm net}=\Pi_L-\Pi_R\approx\frac{4\gamma}{3\pi}R(1-R^2)q_0^3.$$

Because $eV=2\gamma k_Fq_0$, we have $F_0=4\gamma k_F^2Rq_0/\pi$. Dividing, and using $q_0/k_F=eV/(2E_F)$,

$$\frac{F_{\rm net}}{F_0}\approx\frac{1-R^2}{12}\left(\frac{eV}{E_F}\right)^2.$$

For constant $R=0.1$ at 1 V this is $0.99/(12\times5.47^2)=0.0028$, or 0.00034 nN along the electron flow. Solving the neutrality conditions without expansion gives the same 0.00034 nN.

This sign is not general, because a slope of $R(E)$ enters at the same order. In the window the left weight exceeds the right one by $2R(E)$, whose sloping part is $2R'\epsilon$. With the density held fixed, only the excess of $2\gamma k^2$ over $2\gamma k_F^2$, which is $2\epsilon$, counts. The added force is

$$\frac{1}{\pi}\int_{-eV/2}^{eV/2}2\epsilon\,(2R'\epsilon)\,\frac{d\epsilon}{2\gamma k_F}
=\frac{R'(eV)^3}{6\pi\gamma k_F},$$

which replaces $1-R^2$ in the ratio by $1-R^2+E_FR'/R$. For the model barrier above this is $0.99-2.28=-1.29$, so the net force is about $-0.0004$ nN, against the electron flow. In both cases, which use the bulk wave number, it is below 1% of $F_0$.

## A chain with a smaller wave number

The bulk $k_F$ need not be the wave number along an atomic chain. Confinement alone lowers it. In a hard-walled cylinder of radius $\rho$ the lowest mode has $k^2=k_F^2-(2.405/\rho)^2$, and a second mode opens at $k_F\rho=3.83$. A single open channel therefore has $k<0.78\,k_F$ and $F_0<0.095$ nN, so in that picture the bulk-based 0.12 nN is an overestimate. With one electron per atom at spacing $b$, the line density is $2k/\pi=1/b$, so $k=\pi/(2b)$ and

$$F_0=\frac{2}{\pi}\frac{\pi}{2b}R\,eV=\frac{R\,eV}{b}.$$

For a rough spacing of 0.26 nm, $k=6.04\ \mathrm{nm^{-1}}$. At the same bias and reflection the force is 0.062 nN, about half the bulk-based value. Free-electron dispersion now gives $E_F=5.47(6.04/11.98)^2=1.39$ eV. For a centred window the constant-$R$ correction is $-(1/1.39)^2/96\approx-0.5\%$, still small beside the factor of two from the choice of $k$. The constant-$R$ net force on the neutral section rises to about 4% of $F_0$, because it grows as $(eV/E_F)^2$. The two choices span 0.06 to 0.12 nN, but both treat the electrons as free. In a periodic potential $\hbar k$ is crystal momentum, and a reflection need not transfer $2\hbar k$. Take a half-filled chain with potential $-D\cos^2(\pi x/b)$, $D=2$ eV, and one cell altered to give $R=0.1$. At small bias the total transfer, averaged over the interference ripples, is then about 0.68 of $2\hbar k$. The force on the altered cell alone is about $-0.6F_0$ if its well is shallower and $+2.0F_0$ if it is deeper. The span sets a scale and does not bracket the force on an atom of a real chain.

## Comparison with breaking

The force that pulls a one-atom gold contact apart is roughly 1.5 nN, a measured size used here as an input. It exceeds the wind force by a factor of about 12 with the bulk wave number, and about 24 with that of the chain. Extending $F_0$ linearly would reach 1.5 nN at 12.3 V. That exceeds $2E_F/e=10.9$ V, so the number shows the size of the gap and predicts no breaking voltage.

A force below the static limit can still hasten thermal escape. If it acts along the escape path and stays constant over a distance $\Delta x$ to the barrier top, it does work $F\Delta x$ and, when it is well below the breaking force, lowers the barrier by about that amount. For a rough $\Delta x=0.05$ nm, the lowering is $0.763\times0.05=0.038$ eV. At 300 K, with temperature and attempt rate held fixed, the escape rate grows by

$$e^{0.0381/0.0259}\approx4.4.$$

The chain wave number halves the exponent and gives about 2. So does a bond load of $F_0/2$ with the bulk wave number, the value for a symmetric potential drop and equally stiff bonds on the two sides. Being well below the breaking force therefore does not guarantee a long life.

Heating also matters. Suppose a fraction $p$ of the transmitted electrons each emits one phonon of frequency $f$. The heating power is $(2eV/h)(1-R)p\,hf$. A perfectly transmitting phonon branch with frequencies up to $f$ carries $\int_0^f h\nu\,n_{\rm ph}\,d\nu\approx k_B\Theta f$ at temperature $\Theta$ when $hf\ll k_B\Theta$, with $n_{\rm ph}$ the Bose occupation. Its thermal conductance is thus $k_Bf$. With three branches on each side,

$$\Delta\Theta=\frac{(2eV/h)(1-R)p\,hf}{6k_Bf}=\frac{p(1-R)eV}{3k_B}.$$

With the leads at 300 K, a rough $p=0.01$ gives a rise of 35 K. In leads at a few kelvin the condition $hf\ll k_B\Theta$ fails, and the rise is larger. The 35 K is proportional to the assumed $p$, and imperfect phonon transmission into the leads would raise it, so it is only a rough figure.

## The model beside a real contact

Single-atom gold contacts do have conductances near $2e^2/h$. This is consistent with one channel of small reflection, the description assumed here, although several partly open channels could add up to the same conductance. The model current is $(2e^2/h)(1-R)V=69.7\ \mu$A. Over an area per atom of $n^{-2/3}=0.0667\ \mathrm{nm^2}$, this is about $10^{11}\ \mathrm{A/cm^2}$, far above the roughly $10^6\ \mathrm{A/cm^2}$ of chip wiring. Such wiring has many channels and diffusive transport, so this force should not be carried over to it. In the contact, the choice of a single free-electron wave number moves the force by a factor of two, the force is also proportional to the assumed $R$, and the periodic potential of the atoms can change both its size and its sign on a given atom. Real orbitals, atomic relaxation, bias-induced changes in bonding and the direct forces where the channel joins the reservoirs are left out. Their effect on the bond force has not been sized, and it needs a self-consistent calculation. The computed values are collected in the numerical output below.

## Calculated quantities

```
Bias: 1.0 V; reflection probability: 0.10
Rough cell edge: 0.41 nm; chain spacing: 0.26 nm
Electron density: 58.0 nm^-3
States counted / electrons in 10 nm box: 0.9990
Fermi wave number: 11.98 nm^-1
Fermi energy: 5.47 eV
Arrival rate 2eV/h: 4.836e+14 s^-1
Momentum per reflection 2 hbar k: 2.526e-24 kg m/s
Current: 69.7 uA
Area per atom: 0.0667 nm^2
Current density: 1.05e+11 A/cm^2
Wind force: 0.1222 nN = 0.763 eV/nm
Rough breaking force: 1.5 nN = 9.36 eV/nm
Breaking force / wind force: 12.3
Formal bias for wind = breaking force: 12.3 V
Formal force at R = 1, same bias: 1.22 nN
-- wave calculation, asymmetric model barrier --
Barrier peak: 3.44 eV
R at Fermi energy -0.5 eV: 0.1231
R at Fermi energy +0.0 eV: 0.1000
R at Fermi energy +0.5 eV: 0.0814
Force ratio waves/formula at 0.01 V: 1.000000
Force from waves at 1 V: 0.1227 nN
Current from waves at 1 V: 69.7 uA
-- neglected effects --
Force at 1 V, constant R, exact k(E): 0.1221 nN
Local potential-energy step: 0.0998 eV
Opposing pull on background: 0.1219 nN
Net force on neutral section: 0.00034 nN
Chain wave number: 6.04 nm^-1
Wind force with chain wave number: 0.0616 nN
Breaking force / chain wind force: 24.3
Temperature: 300 K; thermal energy: 0.0259 eV
Rough barrier displacement: 0.05 nm
Barrier lowering: 0.0381 eV
Escape-rate factor: 4.37
Rough phonon emission probability: 0.01
Rough top phonon frequency: 4.0 THz
Heat released in contact: 11.5 nW
Heating, classical formula: 34.8 K
Heating, integrated conductance: 35.2 K
```
